# Effective range of a negative donor and the zero-range test

## Question

I am modelling a negative donor: a neutral shallow donor that has bound a second electron in the singlet state. The model has one isotropic valley and a fixed Coulomb centre. In effective Rydberg units the second electron is bound by 0.0555 Ry\*, and the singlet scattering length of an electron on the neutral donor is 5.97 a\*.

I wanted to replace the neutral donor by a zero-range potential. Then the scattering length should equal the decay length of the bound state, but I get $1/\sqrt{0.0555}=4.24$ a\*, not 5.97 a\*. Can I get an effective range from these two numbers, and does it tell me how bad the zero-range model is? I am also unsure whether one range means anything here, since there are two identical electrons and the neutral donor is polarizable.

## Answer

Yes, the two numbers give a range. It has a precise meaning even with exchange and polarization, but it is not the coefficient of a regular low-energy expansion.

**Extracting the range**

Use $\hbar^2/2m^*=1$, so that an electron with wave number $k$ has energy $k^2$ in Ry\*. Take the sign convention

$$k\cot\delta=-\frac1a+\frac{\rho k^2}{2},$$

in which a weakly bound state goes with $a>0$. The scattering factor is

$$e^{2i\delta}=\frac{\cot\delta+i}{\cot\delta-i}.$$

A bound state is a pole of this factor at $k=i\kappa$, where $\kappa^2$ is the binding. The pole requires $\cot\delta=i$, so $k\cot\delta=i(i\kappa)=-\kappa$. With $k^2=-\kappa^2$ on the right-hand side,

$$-\kappa=-\frac1a-\frac{\rho\kappa^2}{2}
\quad\Rightarrow\quad
\rho=\frac{2(\kappa-1/a)}{\kappa^2}.$$

Here $\kappa=\sqrt{0.0555}=0.23558$ and $1/a=0.16750$, both in 1/a\*. Therefore

$$\rho=\frac{2(0.23558-0.16750)}{0.0555}=2.45\ a^*.$$

Rounding of the two inputs allows 2.447 to 2.460 a\*.

For given $a$ and $\rho$, the pole condition is quadratic in $\kappa$. Its roots add up to $2/\rho$, so the second root is 0.580 1/a\*. It runs to infinity as $\rho\to0$, whereas the physical root goes to $1/a$. The second root is a product of truncating the expansion, not another bound state.

**Testing the zero-range model**

Zero range means $\rho=0$, hence $\kappa a=1$. Your data give $\kappa a=1.406$. Dividing the pole condition by $-\kappa$ gives

$$\frac{1}{\kappa a}=1-\frac{\kappa\rho}{2},$$

so the quantity that must be small is $\kappa\rho$. It is 0.578. The error depends on which input you keep:

- If the binding is kept, the predicted length is $1/\kappa=4.24$ a\*. Its relative error is $1/(\kappa a)-1=-\kappa\rho/2$, or −29 %.
- If the scattering length is kept, the predicted binding is $1/a^2=0.0281$ Ry\*. Its relative error is $(1-\kappa\rho/2)^2-1$, or −49 %.

The singlet cross-section at threshold is $4\pi a^2$. A zero-range model fitted to the binding gives 0.51 of its value. The model is thus good for orders of magnitude, but not for quantitative work on this state.

**What the range measures**

First take one electron in a potential $V(r)$. Let $u_0$ be the radial function at threshold and $u_b$ the bound one:

$$u_0''=Vu_0,\qquad u_b''=(V+\kappa^2)u_b.$$

Scale them so that far away they approach $v_0=1-r/a$ and $v_b=e^{-\kappa r}$. Multiply the second equation by $u_0$, the first by $u_b$, and subtract:

$$(u_0u_b'-u_bu_0')'=\kappa^2u_0u_b.$$

The comparison functions obey the same equation with $V=0$. Integrate both equations from 0 to $R$. At the origin $u_0=u_b=0$, while

$$v_0v_b'-v_bv_0'\big|_{0}=-\kappa+\frac1a.$$

At large $R$ the two upper boundary terms agree, so subtraction leaves

$$\kappa-\frac1a=\kappa^2\int_0^\infty(v_0v_b-u_0u_b)\,dr.$$

Comparison with the formula for $\rho$ gives

$$\rho=2\int_0^\infty(v_0v_b-u_0u_b)\,dr.$$

This is a *mixed* range, which connects threshold to the bound state. No power series in $k^2$ was used. A potential tail $-\alpha/r^4$ does no harm, because the factor $e^{-\kappa R}$ removes the boundary terms.

**Two electrons**

Let $\Psi_0$ and $\Psi_b$ be the real, symmetric spatial functions of the singlet at threshold and in the bound state. When electron 1 is far away,

$$\Psi\to\frac{1}{\sqrt2}\,\varphi(\mathbf r_2)\,\frac{u(r_1)}{\sqrt{4\pi}\,r_1},$$

where $\varphi$ is the normalized neutral-donor state and $u$ becomes $v_0$ or $v_b$. The same holds with the electrons exchanged.

The two energies differ by $\kappa^2$, and the potential terms cancel as before:

$$\sum_{i=1,2}\nabla_i\cdot(\Psi_0\nabla_i\Psi_b-\Psi_b\nabla_i\Psi_0)=\kappa^2\Psi_0\Psi_b.$$

Integrate over $r_1,r_2<R$. On the surface $r_1=R$, the integral over $\mathbf r_2$ gives 1 and the area $4\pi R^2$ cancels the $1/(4\pi R^2)$. The factor $(1/\sqrt2)^2$ leaves half of $v_0v_b'-v_bv_0'$. The surface $r_2=R$ supplies the other half. The one-electron argument then goes through with

$$\rho=2\lim_{R\to\infty}\left[\int_0^Rv_0v_b\,dr-\int_{r_1,r_2<R}\Psi_0\Psi_b\,d^3r_1d^3r_2\right].$$

Exchange and correlation are contained in the two-electron functions.

I tested this in a simpler two-electron model that keeps only the spherical part of the repulsion. On the coarse grid used, with a step of 0.25 a\*, its binding is 0.0266 Ry\* and its scattering length 8.11 a\*. These values are not converged in the step: the converged model has binding 0.0290 Ry\*, scattering length 7.81 a\* and range 2.92 a\*. The model is also not your system. It still tests the relation, because both sides are calculated on the same grid. The pole formula gives a range of 2.988 a\*, and the integral over a finite box also gives 2.988 a\*.

**The tail of the bound state**

The zero-range model also gets the weight of the outer electron's tail wrong. Normalize the one-electron bound function as $Cu_b$, and define a bound-state range by

$$\rho_b=2\int_0^\infty(v_b^2-u_b^2)\,dr.$$

Since $\int_0^\infty v_b^2\,dr=1/(2\kappa)$,

$$\int_0^\infty u_b^2\,dr=\frac{1-\kappa\rho_b}{2\kappa}
\quad\Rightarrow\quad
C^2=\frac{2\kappa}{1-\kappa\rho_b}.$$

The zero-range value is $2\kappa$. Your data give $\rho$, not $\rho_b$. If the two are taken as equal, the tail density is larger than the zero-range one by

$$\frac{1}{1-0.578}=2.37.$$

To see what that replacement costs, I fitted three potentials to your binding and scattering length. All have the same mixed range, 2.453 a\*, but their tails differ:

- Gaussian: $\rho_b=2.42$ a\*, enhancement 2.33.
- Exponential: $\rho_b=2.58$ a\*, enhancement 2.55.
- Flat core with a polarization tail: $\rho_b=2.61$ a\*, enhancement 2.60.

The last value uses a tail $-\alpha/(r^2+d^2)^2$ with $d=4$ a\*; refitting with $d$ from 2 to 6 a\* moves the enhancement from 2.65 to 2.57. The replacement thus costs up to about 10 % in these examples, but their spread is not an error bound. Your model is the hydrogen negative ion in scaled units. A two-electron calculation with the full repulsion gives $\rho_b\approx2.65$ a\* and an enhancement of about 2.65 for it. The estimate 2.37 is therefore about 11 % too low. In the two-electron model above, the range formula gives 1.95 and the wavefunction 1.93 on the coarse grid (1.99 and 1.96 when converged).

**Why polarization still matters**

A distant electron at $r$ acts on the donor electron through the dipole term $2z/r^2$, with $z$ measured along the line to the distant electron. Second-order perturbation theory gives the energy $-\alpha/r^4$, where

$$\alpha=4\langle\varphi|z(H_1-E_1)^{-1}z|\varphi\rangle,$$

$H_1=-\nabla^2-2/r$ and $E_1=-1$. The equation $(H_1-E_1)\chi=z\varphi$ is solved by $\chi=z(1/2+r/4)\varphi$. With $\langle r^2\rangle=3$ and $\langle r^3\rangle=15/2$,

$$\alpha=\frac43\left(\frac32+\frac{15}{8}\right)=\frac92.$$

Now let a potential change by $\Delta V$. Scale the scattering function as $u_k\to\cos kr+\cot\delta\sin kr$. The subtraction used earlier gives, to first order,

$$\Delta(k\cot\delta)=\int_0^\infty\Delta V\,u_k^2\,dr.$$

Subtract the same relation at $k=0$ and insert the tail. At small $k$ the leading part comes from $r\sim1/k$, where the tail is weak, $u_k\simeq-\sin(kr)/(ka)$ and $u_0\simeq-r/a$. With $x=kr$,

$$\Delta\!\left(k\cot\delta+\frac1a\right)\simeq-\frac{\alpha k}{a^2}\int_0^\infty\frac{\sin^2x-x^2}{x^4}\,dx.$$

Two integrations by parts, whose boundary terms vanish, turn the integral into

$$\frac13\int_0^\infty\frac{\cos2x-1}{x^2}\,dx=-\frac{\pi}{3}.$$

Hence

$$k\cot\delta=-\frac1a+\frac{\pi\alpha}{3a^2}\,k+\cdots$$

For your values the coefficient is 0.132. Phase shifts calculated for the potential with the polarization tail also give 0.132. This term is odd in $k$, so an expansion in $k^2$ with coefficient $\rho/2$ is not the true threshold law.

At $k=0.2$ 1/a\*, the range formula gives $k\cot\delta=-0.118$ 1/a\*. The Gaussian and exponential potentials give −0.118 and −0.121, and the polarization model gives −0.107. The inner part of that last model is arbitrary, so its value is not by itself a prediction for the donor, although changing the tail cutoff from 2 to 6 a\* keeps it between −0.107 and −0.108. A two-electron calculation with the full repulsion gives about −0.108 1/a\*, so the range formula is off by about 10 % in magnitude at this $k$.

**Scale in silicon**

Rough values for a shallow donor such as lithium in silicon are $m^*=0.30\,m_e$ and a relative permittivity of 11.7. They give Ry\* = 29.8 meV and a\* = 2.06 nm. The low-temperature permittivity, about 11.4, would raise all meV values below by about 5 %. The model then has:

- binding 1.66 meV and decay length 8.8 nm;
- scattering length 12.3 nm and effective range 5.1 nm;
- zero-range binding 0.84 meV, if the scattering length is kept.

At 2 K the thermal energy is 0.10 of the binding. This alone does not fix the occupation, which also depends on the Fermi level. In a field of 100 V/cm the potential drop over one decay length is 0.05 of the binding, and the exponent for tunnelling through a triangular barrier is about 25 with the isotropic mass. The exponent scales as the square root of the mass along the field, so a transverse mass of 0.19 $m_e$ would lower it to about 20 at the same binding. These exponents correspond to rough tunnelling lifetimes of half a second and a few milliseconds. The exponent is inversely proportional to the field, so at 200 V/cm the lifetime falls below a microsecond. Detachment by carriers heated in the field is not included. At a density $n=10^{15}$ donors per cm³, the length $n^{-1/3}$ is about 11 decay lengths. For randomly placed donors the mean distance to the nearest neighbour is only $0.55\,n^{-1/3}$, or about 6 decay lengths.

The weak assumption is the single isotropic valley. With rough masses of 0.92 and 0.19 $m_e$ along and across a valley axis, a variational neutral-donor binding is 29.6 meV. The isotropic value is close to this for the chosen $m^*=0.30\,m_e$; a different average mass would shift it in proportion. The outer tail is affected much more: at the same binding, its decay lengths would be 5.0 nm along the axis and 11.0 nm across it. Silicon also has several valleys, and for lithium the valley-orbit splitting is roughly 2 meV, about 1.2 times the binding found here. It cannot be treated as a small correction, and its effect on the binding is not calculated here. The meV values therefore set the scale of the one-valley model; they do not predict the binding of a negative lithium donor.

The numerical output below lists the values for the range, the fitted potentials, the simplified two-electron model and the silicon estimates. It does not include the calculation with the full repulsion, the converged values of the simplified model, the variation of the tail cutoff or the tunnelling lifetimes.

## Table of computed values

```
input binding = 0.0555 Ry*, scattering length = 5.97 a*
kappa = 0.23558 1/a*, 1/a = 0.16750 1/a*
kappa*a = 1.4064 (zero range: 1)
effective range rho = 2.4533 a*
rho over input rounding = 2.4467 to 2.4600 a*
kappa*rho = 0.5780
rejected second root = 0.5796 1/a*
zero-range a from binding = 4.2448 a*, error -28.9 %
zero-range binding from a = 0.02806 Ry*, error -49.4 %
zero-range/actual threshold cross-section = 0.5055
tail enhancement 1/(1-kappa*rho) = 2.3695
polarizability = 4.5000 a*^3
range law for k cot(delta) at k=0.2 1/a*: -0.11844 1/a*
Gaussian: width 2.5104 a*, depth 0.7627 Ry*
  mixed range 2.4533 a*, bound-state range 2.4225 a*
  tail enhancement 2.3293, k cot(delta) -0.11756 1/a*
exponential: width 1.2684 a*, depth 1.6710 Ry*
  mixed range 2.4533 a*, bound-state range 2.5787 a*
  tail enhancement 2.5478, k cot(delta) -0.12137 1/a*
flat core + polarization: width 3.5484 a*, depth 0.4218 Ry*
  mixed range 2.4533 a*, bound-state range 2.6149 a*
  tail enhancement 2.6044, k cot(delta) -0.10730 1/a*
tail cutoff length in polarization model = 4.0 a*
linear coefficient: phases 0.1324, formula 0.1322 (dimensionless)
two-electron model: binding 0.02660 Ry*, a 8.1067 a*
  range: data 2.9883 a*, integral 2.9876 a*
  tail enhancement: state 1.9253, range law 1.9508
rough inputs: mass 0.30 m_e, relative permittivity 11.7
Ry* = 29.82 meV, a* = 2.064 nm
binding = 1.655 meV, decay length = 8.76 nm
scattering length = 12.32 nm, effective range = 5.06 nm
zero-range binding from a = 0.837 meV
zero-range a from binding = 8.76 nm
thermal energy at 2 K = 0.172 meV, /binding = 0.104
field 100 V/cm: drop over decay length = 0.0876 meV, /binding = 0.053
tunnelling exponent = 25.2
donors 1e+15 cm^-3: spacing = 100 nm, /decay length = 11.4
rough masses: long 0.92, transverse 0.19 m_e
anisotropic neutral donor (variational) = 29.61 meV
  radii: across 2.44 nm, along 1.40 nm
decay at same binding: across 11.01 nm, along 5.00 nm
rough valley-orbit splitting = 2 meV, /binding = 1.2
```
